# Transformed Fraction for Random Nucleation and Constant Spherical Growth: a program that tests the result

```python
"""Transformed fraction for random nucleation and constant spherical growth.

Result under test: X(t) = 1 - exp(-pi I u^3 t^4 / 3), where
  I = nucleation rate per untransformed volume (nm^-3 ns^-1),
  u = growth speed (nm/ns), t = time (ns).
The simulation creates real grains only in untransformed material.
Phantom nuclei are candidate births in material already transformed.
All lengths are in nm and all times in ns.
"""
import math
import numpy as np
from scipy.integrate import quad

rng = np.random.default_rng(20417)
rate = 1.0e-6
speed = 0.5
K = math.pi * rate * speed**3 / 3.0
t_half = (math.log(2.0) / K) ** 0.25


def extended(t):
    return K * t**4


def fraction(t):
    return 1.0 - math.exp(-extended(t))


def distances(a, b, box, periodic):
    """Distances between two point sets, nearest image where periodic."""
    square = np.zeros((len(a), len(b)))
    for k in range(3):
        d = a[:, k][:, None] - b[:, k][None, :]
        if periodic[k]:
            d -= box[k] * np.rint(d / box[k])
        square += d * d
    return np.sqrt(square)


def simulate(box, periodic, t_end, n_probe):
    """Return births, sites, real-grain flags, probes and arrival times."""
    n = rng.poisson(rate * np.prod(box) * t_end)
    birth = np.sort(rng.uniform(0.0, t_end, n))
    site = rng.random((n, 3)) * box
    travel = distances(site, site, box, periodic) / speed
    covered = birth[None, :] + travel <= birth[:, None]
    real = np.zeros(n, dtype=bool)
    for i in range(n):
        real[i] = not np.any(covered[i, :i] & real[:i])
    probe = rng.random((n_probe, 3)) * box
    arrival = birth[None, :] + distances(probe, site, box, periodic) / speed
    return birth, site, real, probe, arrival


def mean_and_error(samples):
    samples = np.asarray(samples)
    return samples.mean(axis=0), samples.std(axis=0, ddof=1) / math.sqrt(len(samples))


# Past-cone content, sliced by distance instead of by birth time.
cone = rate * quad(lambda r: 4 * math.pi * r**2 * (t_half - r / speed),
                   0.0, speed * t_half)[0]
assert abs(cone / extended(t_half) - 1.0) < 1e-9

# Bulk simulation: periodic box, wider than twice the largest grain radius.
box = np.array([200.0, 200.0, 200.0])
periodic = (True, True, True)
t_end = 80.0
n_runs = 60
assert box.min() > 2 * speed * t_end
times = np.array([30.0, t_half, 60.0, 70.0])
fractions, overlaps, densities = [], [], []
phantom_effect = 0.0
phantom_total = 0
path_violation = 0.0
for run in range(n_runs):
    birth, site, real, probe, arrival = simulate(box, periodic, t_end, 1500)
    first_real = arrival[:, real].min(axis=1)
    first_all = arrival.min(axis=1)
    phantom_effect = max(phantom_effect, np.max(np.abs(first_real - first_all)))
    phantom_total += int(np.sum(~real))
    fractions.append([(first_real <= t).mean() for t in times])
    overlaps.append((arrival <= t_half).sum(axis=1).mean())
    densities.append(real.sum() / np.prod(box))
    if run == 0:
        # Points on the straight path from the first-arriving grain to a probe
        # must also be reached first by that same grain.
        grain_site, grain_birth = site[real], birth[real]
        owner = arrival[:, real].argmin(axis=1)
        step = probe - grain_site[owner]
        step -= box * np.rint(step / box)
        part = rng.random(len(probe))
        path_point = grain_site[owner] + part[:, None] * step
        on_path = grain_birth + distances(path_point, grain_site, box, periodic) / speed
        own_time = on_path[np.arange(len(probe)), owner]
        path_violation = np.max(own_time - on_path.min(axis=1))

assert phantom_total > 1000
assert phantom_effect < 1e-9
assert path_violation < 1e-9

# Statistical tolerances: 4.5 standard errors of the mean over the runs.
sim_x, err_x = mean_and_error(fractions)
theory_x = np.array([fraction(t) for t in times])
assert np.all(err_x < 0.008)
assert np.all(np.abs(sim_x - theory_x) < 4.5 * err_x)
sim_overlap, err_overlap = mean_and_error(overlaps)
assert abs(sim_overlap - extended(t_half)) < 4.5 * err_overlap
sim_density, err_density = mean_and_error(densities)
density_end = rate * quad(lambda s: math.exp(-K * s**4), 0.0, t_end)[0]
assert abs(sim_density - density_end) < 4.5 * err_density

# Slope of ln(-ln(1-X)) against ln t, from simulated fractions only.
log_ext = np.log(-np.log(1.0 - sim_x))
slope = (log_ext[2] - log_ext[0]) / math.log(times[2] / times[0])
assert abs(slope - 4.0) < 0.15

# Final density of real grains: closed form against quadrature.
density_final = rate * math.gamma(1.25) * K ** (-0.25)
density_quad = rate * quad(lambda s: math.exp(-K * s**4), 0.0, 4 * t_half)[0]
assert abs(density_final / density_quad - 1.0) < 1e-7
grain_volume = 1.0 / density_final
grain_diameter = (6.0 * grain_volume / math.pi) ** (1.0 / 3.0)

# Film with inert faces: the past cone is cut by both surfaces.
thickness = 20.0
reach = speed * t_half


def cone_slice(h):
    h = abs(h)
    if h >= reach:
        return 0.0
    return math.pi / speed * (reach**3 / 3 - h**2 * reach + 2 * h**3 / 3)


def film_extended(z):
    below = quad(cone_slice, 0.0, min(z, reach))[0]
    above = quad(cone_slice, 0.0, min(thickness - z, reach))[0]
    return rate * (below + above)


film_x = quad(lambda z: 1.0 - math.exp(-film_extended(z)), 0.0, thickness)[0] / thickness
film_box = np.array([300.0, 300.0, thickness])
film_samples = []
for run in range(150):
    _, _, real, _, arrival = simulate(film_box, (True, True, False), t_half, 1500)
    film_samples.append((arrival[:, real].min(axis=1) <= t_half).mean())
sim_film, err_film = mean_and_error(film_samples)
assert abs(sim_film - film_x) < 4.5 * err_film
assert sim_film + 4.5 * err_film < fraction(t_half)

# Counterexample for decelerating growth, radius = sqrt(D * age).
D = 20.0
phantom_birth, phantom_offset, later = 20.0, 15.0, 40.0
parent_then = math.sqrt(D * phantom_birth)
parent_later = math.sqrt(D * later)
phantom_reach = phantom_offset + math.sqrt(D * (later - phantom_birth))
assert phantom_offset < parent_then and phantom_reach > parent_later

print(f"nucleation rate I = {rate:.1e} nm^-3 ns^-1")
print(f"growth speed u = {speed:.2f} nm/ns")
print(f"K = pi I u^3/3 = {K:.4e} ns^-4")
print(f"half-time = {t_half:.2f} ns")
print(f"free-grain radius limit u*t at half-time = {reach:.2f} nm")
print(f"past-cone content by distance quadrature at half-time = {cone:.5f}")
print(f"simulation: box side {box[0]:.0f} nm, {n_runs} runs, end time {t_end:.0f} ns")
for t, x, s, e in zip(times, theory_x, sim_x, err_x):
    print(f"t = {t:.2f} ns: extended fraction {extended(t):.4f}, X formula {x:.4f}, "
          f"X simulated {s:.4f} +/- {e:.4f}")
print(f"mean number of free spheres over a point at half-time, simulated = "
      f"{sim_overlap:.4f} +/- {err_overlap:.4f}")
print(f"phantom nuclei in all runs = {phantom_total}")
print(f"largest change of arrival time by phantoms = {phantom_effect:.1e} ns")
print(f"largest open-path violation = {path_violation:.1e} ns")
print(f"slope of ln(-ln(1-X)) from simulation, 30 to 60 ns = {slope:.3f}")
print(f"real-grain density at {t_end:.0f} ns, formula = {density_end:.4e} nm^-3")
print(f"real-grain density at {t_end:.0f} ns, simulated = "
      f"{sim_density:.4e} +/- {err_density:.1e} nm^-3")
print(f"final real-grain density = {density_final:.4e} nm^-3")
print(f"mean final grain volume = {grain_volume:.0f} nm^3")
print(f"equivalent sphere diameter = {grain_diameter:.1f} nm")
print(f"film thickness = {thickness:.0f} nm")
print(f"film X at bulk half-time, cut-cone formula = {film_x:.4f}")
print(f"film X at bulk half-time, simulated = {sim_film:.4f} +/- {err_film:.4f}")
print(f"square-root growth: D = {D:.0f} nm^2/ns, phantom born at {phantom_birth:.0f} ns, "
      f"offset {phantom_offset:.0f} nm")
print(f"parent radius at phantom birth = {parent_then:.2f} nm")
print(f"at {later:.0f} ns: parent radius {parent_later:.2f} nm, "
      f"phantom reach {phantom_reach:.2f} nm")
print("done: every assertion held")
```

Output:

```
nucleation rate I = 1.0e-06 nm^-3 ns^-1
growth speed u = 0.50 nm/ns
K = pi I u^3/3 = 1.3090e-07 ns^-4
half-time = 47.97 ns
free-grain radius limit u*t at half-time = 23.99 nm
past-cone content by distance quadrature at half-time = 0.69315
simulation: box side 200 nm, 60 runs, end time 80 ns
t = 30.00 ns: extended fraction 0.1060, X formula 0.1006, X simulated 0.0998 +/- 0.0012
t = 47.97 ns: extended fraction 0.6931, X formula 0.5000, X simulated 0.4982 +/- 0.0035
t = 60.00 ns: extended fraction 1.6965, X formula 0.8167, X simulated 0.8140 +/- 0.0031
t = 70.00 ns: extended fraction 3.1429, X formula 0.9568, X simulated 0.9556 +/- 0.0014
mean number of free spheres over a point at half-time, simulated = 0.6901 +/- 0.0064
phantom nuclei in all runs = 15710
largest change of arrival time by phantoms = 0.0e+00 ns
largest open-path violation = 0.0e+00 ns
slope of ln(-ln(1-X)) from simulation, 30 to 60 ns = 4.000
real-grain density at 80 ns, formula = 4.7637e-05 nm^-3
real-grain density at 80 ns, simulated = 4.7506e-05 +/- 2.5e-07 nm^-3
final real-grain density = 4.7653e-05 nm^-3
mean final grain volume = 20985 nm^3
equivalent sphere diameter = 34.2 nm
film thickness = 20 nm
film X at bulk half-time, cut-cone formula = 0.3579
film X at bulk half-time, simulated = 0.3562 +/- 0.0037
square-root growth: D = 20 nm^2/ns, phantom born at 20 ns, offset 15 nm
parent radius at phantom birth = 20.00 nm
at 40 ns: parent radius 28.28 nm, phantom reach 35.00 nm
done: every assertion held
```
